**Topping depolarisation and the work-function minimum**

For a uniformly shrinking lattice of adatoms with fixed polarisability α, the dipole is μ = μ0/(1 + καSN^{3/2}), and the work function is lowest at N_min = [2/(καS)]^{2/3}, where μ = μ0/3. Here N is the adatom density, μ0 the isolated dipole, S the dimensionless lattice sum of R⁻³, and κ is 1 for a free layer or 2 above a metal. The program asserts the lattice sums against zeta functions, the image factor and potential step against explicit charge sums, and the minimum against direct numerical minimisation for triangular and square lattices. It also solves the coupled dipole equations for finite discs; the central dipole, extrapolated in radius, is 0.3335 μ0. For the example the minimum lies at 2.41 nm⁻², 63% of a full layer, with a work-function change of −2.18 eV. For random filling of fixed sites the program asserts that the total dipole rises at every sampled coverage up to the full layer, so no minimum appears there. With a finite adatom height of 0.15 nm, in a model where the charge responds to the lateral potential, the minimum moves to 2.90 nm⁻² and the retained fraction to 0.294.

## Numerical verification

```python
"""
Result under test: for a lattice of adatoms with fixed polarisability alpha,
    mu(N) = mu0 / (1 + kappa*alpha*S*N**1.5),  dphi = -4 pi ke N mu(N),
the work function is lowest at N_min = (2/(kappa*alpha*S))**(2/3),
where mu = mu0/3.
N      adatoms per area (nm^-2)      mu, mu0  dipole, isolated dipole (e nm)
alpha  effective polarisability (nm^3)
S      sum of R**-3 over the lattice, divided by N**1.5
kappa  1 for a free layer, 2 above a metal (images)
ke     e^2/(4 pi eps0) in eV nm; dphi in eV
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from mpmath import zeta

ke = const.e / (4 * np.pi * const.epsilon_0) * 1e9
kT = const.k * 300.0 / const.e
phi_clean, mu0, alpha, kappa = 4.5, 0.15, 0.03, 2.0
full_spacing, height = 0.55, 0.15
CUT = 200.0                       # summation radius in lattice spacings
CELL = {"triangular": np.sqrt(3) / 2, "square": 1.0}


def lattice(shape, radius):
    """Integer indices, coordinates and distances, unit spacing, no origin."""
    n = int(1.2 * radius) + 2
    i, j = np.meshgrid(np.arange(-n, n + 1), np.arange(-n, n + 1))
    i, j = i.ravel(), j.ravel()
    x = i + 0.5 * j if shape == "triangular" else i.astype(float)
    y = CELL[shape] * j
    r = np.hypot(x, y)
    keep = (r > 0) & (r < radius)
    return i[keep], j[keep], x[keep], y[keep], r[keep]


POINTS = {s: lattice(s, CUT) for s in CELL}


def spacing(N, shape="triangular"):
    return 1 / np.sqrt(N * CELL[shape])


def cube_sum(N, shape="triangular"):
    """Sum of R**-3 at density N; continuum tail beyond the cutoff."""
    a = spacing(N, shape)
    R = a * POINTS[shape][4]
    return np.sum(1 / (R * R * R)) + 2 * np.pi * N / (a * CUT)


def find_minimum(g, low, high):
    """Density of lowest work function for mu = mu0/(1+g(N))."""
    res = minimize_scalar(lambda N: -N / (1 + g(N)), bounds=(low, high),
                          method="bounded", options={"xatol": 1e-8})
    assert low * 1.01 < res.x < high * 0.99
    return res.x, 1 / (1 + g(res.x))


# Lattice constants S: direct sums against zeta-function closed forms
S = {s: cube_sum(1.0, s) for s in CELL}
third, quarter = 1 / 3, 1 / 4
L3 = 3**-1.5 * float(zeta(1.5, third) - zeta(1.5, 2 * third))
L4 = 4**-1.5 * float(zeta(1.5, quarter) - zeta(1.5, 3 * quarter))
closed = {"triangular": 6 * float(zeta(1.5)) * L3 * CELL["triangular"]**1.5,
          "square": 4 * float(zeta(1.5)) * L4}
for s in CELL:
    assert abs(S[s] / closed[s] - 1) < 1e-5

# Derived formulas for the example
N_min = (2 / (kappa * alpha * S["triangular"]))**(2 / 3)
mu_min = mu0 / 3
dphi_min = -4 * np.pi / 3 * ke * mu0 * N_min
N_full = 1 / (CELL["triangular"] * full_spacing**2)
a_min = spacing(N_min)
assert N_min < N_full

# Images: pair energy of two charges above a metal tends to 2 mu^2/R^3
R_far = 100 * height
pair = 1 / R_far - 1 / np.hypot(R_far, 2 * height)
assert abs(pair / (2 * height**2 / R_far**3) - 1) < 1e-3

# Potential step above a lattice of charges and images is 4 pi N q d
R = np.append(0.0, a_min * POINTS["triangular"][4])
z, edge = 3 * a_min, a_min * CUT
step = np.sum(1 / np.hypot(R, z - height) - 1 / np.hypot(R, z + height))
step += 2 * np.pi * N_min * (np.hypot(edge, z + height)
                             - np.hypot(edge, z - height))
assert abs(step / (4 * np.pi * N_min * height) - 1) < 1e-3


# Coupled dipoles of finite discs, extrapolated in inverse radius
def disc_matrix(radius):
    _, _, x, y, _ = lattice("triangular", radius)
    x, y = np.append(0.0, x), np.append(0.0, y)
    d = np.hypot(x[:, None] - x, y[:, None] - y)
    np.fill_diagonal(d, np.inf)
    return 1 / d**3


centre, inverse_radius = [], []
for radius in (15.0, 30.0):
    K = disc_matrix(radius)
    n = len(K)
    M = np.eye(n) + kappa * alpha / a_min**3 * K
    centre.append(np.linalg.solve(M, np.ones(n))[0])
    inverse_radius.append(np.sqrt(np.pi / (n * CELL["triangular"])))
slope = (centre[1] - centre[0]) / (inverse_radius[1] - inverse_radius[0])
disc_limit = centre[1] - slope * inverse_radius[1]
# remaining error is of second order in the inverse radius
assert abs(3 * disc_limit - 1) < 0.015

# Numerical minimum from direct lattice sums, several cases
for shape, al, ka in (("triangular", alpha, kappa), ("square", 0.03, 2.0),
                      ("square", 0.01, 1.0), ("triangular", 0.05, 1.0)):
    N_num, ratio = find_minimum(
        lambda N: ka * al * cube_sum(N, shape), 0.1, 30.0)
    assert abs(N_num / (2 / (ka * al * S[shape]))**(2 / 3) - 1) < 1e-5
    assert abs(3 * ratio - 1) < 1e-5
    if (shape, al, ka) == ("triangular", alpha, kappa):
        N_numeric, ratio_numeric = N_num, ratio
        dphi_numeric = -4 * np.pi * ke * N_num * mu0 * ratio
assert abs(dphi_numeric / dphi_min - 1) < 1e-8


def topping_shift(N):
    return -4 * np.pi * ke * N * mu0 / (1 + kappa * alpha * cube_sum(N))


grid = N_min * np.linspace(0.05, 4, 80)
curve = np.array([topping_shift(N) for N in grid])
change = np.diff(curve)
assert np.all(change[grid[1:] < N_min] < 0)
assert np.all(change[grid[:-1] > N_min] > 0)


# Finite height: charge q = mu/d responds to the lateral potential
def finite_height_g(N, d):
    a, h = spacing(N), 2 * d
    R = a * POINTS["triangular"][4]
    total = np.sum(1 / R - 1 / np.hypot(R, h))
    total += 2 * np.pi * N * (np.hypot(a * CUT, h) - a * CUT)
    return alpha * total / d**2


N_high, ratio_high = find_minimum(lambda N: finite_height_g(N, height),
                                  0.3, 6.0)
dphi_high = -4 * np.pi * ke * N_high * mu0 * ratio_high
e = 1e-3
exponent = np.log(finite_height_g(N_high * (1 + e), height)
                  / finite_height_g(N_high * (1 - e), height)) \
    / np.log((1 + e) / (1 - e))
assert abs(ratio_high / ((exponent - 1) / exponent) - 1) < 1e-3
N_flat, ratio_flat = find_minimum(lambda N: finite_height_g(N, 0.005),
                                  0.3, 6.0)
assert abs(3 * ratio_flat - 1) < 5e-3 and abs(N_flat / N_min - 1) < 5e-3

# Polarisability that drifts linearly by +-10 percent up to the full layer
drift = {}
for s in (0.1, -0.1):
    drift[s] = find_minimum(
        lambda N: kappa * alpha * (1 + s * N / N_full) * cube_sum(N),
        0.3, 6.0)

# Periodic dipole kernel on fixed sites (unit spacing)
L = 24
i, j, _, _, r = POINTS["triangular"]
kernel = np.zeros((L, L))
np.add.at(kernel, (i % L, j % L), 1 / r**3)
kernel += 2 * np.pi / (CELL["triangular"] * CUT) / L**2
lowest = np.fft.fft2(kernel).real.min()
open_lowest = np.linalg.eigvalsh(disc_matrix(14.0))[0]
assert lowest - 1e-3 < open_lowest < 0.96 * lowest
a_unstable = (-kappa * alpha * lowest)**(1 / 3)
N_unstable = 1 / (CELL["triangular"] * a_unstable**2)
stiffness = 1 + kappa * alpha * lowest / a_min**3
assert stiffness > 0 and N_full < N_unstable

# Random filling of fixed sites: total dipole rises all the way
u, v = np.divmod(np.arange(L * L), L)
matrix = np.eye(L * L) + kappa * alpha / full_spacing**3 * kernel[
    (u[:, None] - u) % L, (v[:, None] - v) % L]
count_min = int(round(L * L * N_min / N_full))
counts = [60, 150, 250, count_min, 450, 520, L * L]
rng = np.random.default_rng(7)
totals = []
for sample in range(8):
    order = rng.permutation(L * L)
    row = []
    for c in counts:
        occ = order[:c]
        row.append(np.linalg.solve(matrix[np.ix_(occ, occ)],
                                   np.ones(c)).sum())
    assert np.all(np.diff(row) > 0)
    totals.append(row)
random_shift = -4 * np.pi * ke * mu0 * N_full * np.mean(totals, axis=0) / L**2
random_spread = 4 * np.pi * ke * mu0 * N_full \
    * np.std(np.array(totals)[:, 3], ddof=1) / L**2
assert abs(random_shift[-1] / topping_shift(N_full) - 1) < 1e-4

pair_energy = 2 * ke * mu_min**2 / a_min**3
field = ke * (mu0 - mu_min) / alpha * 10

print(f"Coulomb constant e^2/(4 pi eps0): {ke:.5f} eV nm")
print(f"clean work function: {phi_clean:.2f} eV")
print(f"isolated dipole mu0: {mu0:.3f} e nm")
print(f"effective polarisability: {alpha:.3f} nm^3")
print(f"image factor kappa: {kappa:.0f}")
print(f"full-layer spacing: {full_spacing:.2f} nm")
print(f"full-layer density: {N_full:.3f} nm^-2")
print(f"adatom height: {height:.2f} nm")
print(f"S triangular: {S['triangular']:.4f}")
print(f"S square: {S['square']:.4f}")
print("-- minimum, point-dipole law --")
print(f"N_min formula: {N_min:.4f} nm^-2")
print(f"N_min numerical: {N_numeric:.4f} nm^-2")
print(f"N_min converted: {N_min:.3f}e14 cm^-2")
print(f"N_min / full layer: {N_min / N_full:.3f}")
print(f"adatom spacing there: {a_min:.4f} nm")
print(f"mu/mu0 numerical: {ratio_numeric:.6f}")
print(f"mu/mu0 from discs, extrapolated: {disc_limit:.4f}")
print(f"dipole there: {mu_min:.4f} e nm")
print(f"work-function change: {dphi_min:.4f} eV")
print(f"lowest work function: {phi_clean + dphi_min:.4f} eV")
print("-- N/N_min, mu/mu0, work function (eV) --")
for f in (0.25, 0.5, 1.0, 1.25, N_full / N_min):
    N = f * N_min
    shift = topping_shift(N)
    rel = 1 / (1 + kappa * alpha * cube_sum(N))
    print(f"{f:.3f}  {rel:.4f}  {phi_clean + shift:.4f}")
print("-- finite adatom height --")
print(f"N at minimum: {N_high:.3f} nm^-2")
print(f"mu/mu0 at minimum: {ratio_high:.4f}")
print(f"local exponent m: {exponent:.4f}")
print(f"work-function change: {dphi_high:.4f} eV")
print("-- polarisability drift to full layer --")
for s, (N, rel) in drift.items():
    print(f"{100 * s:+.0f} %: N = {N:.3f} nm^-2, mu/mu0 = {rel:.4f}")
print("-- disorder, temperature, field, stability --")
print(f"random sites at N_min, change: {random_shift[3]:.4f} eV")
print(f"spread between random samples: {random_spread:.4f} eV")
print(f"random sites, full layer, change: {random_shift[-1]:.4f} eV")
print(f"neighbour repulsion at N_min: {pair_energy:.4f} eV")
print(f"kT at 300 K: {kT:.4f} eV")
print(f"depolarising field at N_min: {field:.1f} MV/cm")
print(f"lowest response eigenvalue at N_min: {stiffness:.3f}")
print(f"uniform layer unstable above: {N_unstable:.3f} nm^-2")
print("finished without a failed check")
```

Running it gives:

```
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
clean work function: 4.50 eV
isolated dipole mu0: 0.150 e nm
effective polarisability: 0.030 nm^3
image factor kappa: 2
full-layer spacing: 0.55 nm
full-layer density: 3.817 nm^-2
adatom height: 0.15 nm
S triangular: 8.8927
S square: 9.0336
-- minimum, point-dipole law --
N_min formula: 2.4130 nm^-2
N_min numerical: 2.4130 nm^-2
N_min converted: 2.413e14 cm^-2
N_min / full layer: 0.632
adatom spacing there: 0.6918 nm
mu/mu0 numerical: 0.333333
mu/mu0 from discs, extrapolated: 0.3335
dipole there: 0.0500 e nm
work-function change: -2.1832 eV
lowest work function: 2.3168 eV
-- N/N_min, mu/mu0, work function (eV) --
0.250  0.8000  3.1901
0.500  0.5858  2.5817
1.000  0.3333  2.3168
1.250  0.2635  2.3427
1.582  0.2008  2.4192
-- finite adatom height --
N at minimum: 2.901 nm^-2
mu/mu0 at minimum: 0.2940
local exponent m: 1.4163
work-function change: -2.3145 eV
-- polarisability drift to full layer --
+10 %: N = 2.172 nm^-2, mu/mu0 = 0.3564
-10 %: N = 2.859 nm^-2, mu/mu0 = 0.2953
-- disorder, temperature, field, stability --
random sites at N_min, change: -1.9304 eV
spread between random samples: 0.0084 eV
random sites, full layer, change: -2.0808 eV
neighbour repulsion at N_min: 0.0218 eV
kT at 300 K: 0.0259 eV
depolarising field at N_min: 48.0 MV/cm
lowest response eigenvalue at N_min: 0.577
uniform layer unstable above: 4.285 nm^-2
finished without a failed check
```
